\section*{Why improper ferroelectric films can avoid an electrostatic critical thickness}

\section*{Question}

A thin ferroelectric film between imperfect electrodes feels a field that opposes its polarization. For a given polarization this field grows as the film gets thinner, and it can remove the polarization below a critical thickness. Why can a film escape this fate when its polarization is driven by the cube of another distortion, and under what conditions?

\section*{The mechanism}

In hexagonal manganites such as YMnO$_3$ the lattice first becomes unstable to a nonpolar distortion that triples the unit cell. Let its amplitude, divided by $0.1$~nm, be $q$, and its phase $\Phi$. A lattice translation of the parent crystal shifts $\Phi$ by $2\pi/3$, so the energy may contain $\Phi$ only through multiples of $3\Phi$. Inversion reverses both the polarization $P$ and $\cos3\Phi$. The lowest coupling linear in $P$ is therefore $-g\,q^3P\cos3\Phi$.

This term acts on $P$ as a force proportional to $q^3$. The polar mode is stable by itself and behaves as a spring stretched by that force. A depolarizing field stiffens the spring, so $P$ shrinks, but a finite spring under a nonzero force is still stretched. The remaining question is whether the stiffer spring can remove the force, that is, destroy $q$. Near $q=0$ the displacement is of order $q^3$ and the energy it gains is of order $q^6$. The instability of $q$ is decided at order $q^2$, where the spring does not enter.

\section*{How large is the electrical stiffness?}

Take a single-domain film of thickness $d$ with uniform $P$ along its normal. The other charges in the film respond with background permittivity $\epsilon_b$, and this response is not counted in $P$. Then
\[
D=\epsilon_0\epsilon_bE+P .
\]
In an electrode with screening length $\ell$ and permittivity $\epsilon_m$ the field is $De^{-x/\ell}/(\epsilon_0\epsilon_m)$ at depth $x$. Its integral is $\lambda D/\epsilon_0$, with $\lambda=\ell/\epsilon_m$. The electrodes are shorted, so the total voltage vanishes:
\[
Ed+\frac{2\lambda}{\epsilon_0}\left(\epsilon_0\epsilon_bE+P\right)=0 .
\]
With $s=2\lambda\epsilon_b$ this reads $E(d+s)=-sP/(\epsilon_0\epsilon_b)$, hence
\begin{equation}
E=-\kappa P,\qquad
\kappa(d)=\frac{1}{\epsilon_0\epsilon_b}\,\frac{s}{d+s},\qquad
D=\frac{d}{d+s}\,P .
\label{kappa}
\end{equation}

The energy follows in the same way. Per area, the film stores $d\,\epsilon_0\epsilon_bE^2/2$. Each electrode stores a field energy $\lambda D^2/(4\epsilon_0)$ and, in linear Thomas--Fermi screening, an equal electronic energy. Both electrodes together give $\lambda D^2/\epsilon_0=sD^2/(2\epsilon_0\epsilon_b)$. Dividing the sum by $d$ and inserting (\ref{kappa}),
\[
\frac{P^2}{2\epsilon_0\epsilon_b}
\left[\frac{s^2}{(d+s)^2}+\frac{sd}{(d+s)^2}\right]
=\frac{\kappa P^2}{2}.
\]
The stiffness rises as $d$ falls, but it stays below $\kappa_{\max}=1/(\epsilon_0\epsilon_b)$. This limit is the open-circuit film, for which $D=0$.

\section*{What depolarization does to the primary distortion}

The model energy density is
\begin{align}
f={}&\frac a2q^2+\frac b4q^4+\frac{c+c'\cos6\Phi}{6}q^6
-g\,q^3P\cos3\Phi\nonumber\\
&+\frac12\left(K_0+\kappa+hq^2\right)P^2 ,
\label{f}
\end{align}
with $b,K_0,h>0$ and $c>|c'|$. The term in $h$ describes how the distortion itself stiffens the polar mode. Setting $\partial f/\partial P=0$ gives
\begin{equation}
P=\frac{g\,q^3\cos3\Phi}{K},\qquad K=K_0+\kappa+hq^2 .
\label{P}
\end{equation}
Since $K>0$, this is a minimum. There the coupling contributes $-KP^2$ and the spring $+KP^2/2$, so
\begin{equation}
F=\frac a2q^2+\frac b4q^4+\frac{c+c'\cos6\Phi}{6}q^6
-\frac{g^2q^6\cos^23\Phi}{2(K_0+\kappa+hq^2)} .
\label{F}
\end{equation}
For small $q$ the last term is $-g^2q^6\cos^23\Phi/[2(K_0+\kappa)]$ plus terms of order $q^8$. The coefficients of $q^2$ and $q^4$ do not contain $\kappa$. If $a<0$, then $F<0$ at small $q$ for every $\kappa$, and the undistorted state is unstable. At large $q$ the positive $q^6$ term exceeds the coupling term, which grows only as $q^4$. A minimum with $q\neq0$ therefore exists at every thickness.

Repeating the elimination with a coupling $-g\,q^nP$ gives a gain that starts at order $q^{2n}$. For $n=1$ the quadratic coefficient becomes $a-g^2/(K_0+\kappa)$. If it is negative only because of its second part, depolarization can make it positive. For $n=2$ the quartic coefficient changes, and for $n=3$ the sextic one. The cube is thus sufficient to protect the quadratic coefficient, but $n=2$ would protect it too.

The argument does not need a uniform film. For any pattern of domains, linear electrostatics adds a nonnegative quadratic form in $P$. Around $q=P=0$ it has no quadratic cross term with $q$, so it cannot stabilize the undistorted state $q=0$.

\section*{When is the distorted film also polar?}

A nonzero $q$ does not yet guarantee a nonzero $P$, because $\cos3\Phi$ might vanish. Let $x=\cos^23\Phi$, so that $\cos6\Phi=2x-1$. The part of (\ref{F}) that depends on $x$ is
\[
x\,q^6\left(\frac{c'}3-\frac{g^2}{2K}\right).
\]
It is linear in $x$, so the lowest energy lies at $x=0$ (nonpolar) or $x=1$ (polar). For $c'\le0$ the polar angle wins. For $c'>0$ it wins at a given $q$ when
\begin{equation}
K_0+\kappa+hq^2<\frac{3g^2}{2c'} .
\label{angle}
\end{equation}
Let $q_n$ be the amplitude that minimizes the nonpolar energy; it does not depend on $\kappa$. If (\ref{angle}) holds at $q_n$ with $\kappa=\kappa_{\max}$, the best nonpolar state can lower its energy by turning polar, at any thickness. This is a sufficient condition for a polar ground state throughout.

In that state the polarization also has a lower bound. Let states 1 and 2 be the ground states for $\kappa_1<\kappa_2$, and let $G$ be the energy without the term $\kappa P^2/2$. Each state is the best for its own stiffness:
\begin{align*}
G_1+\tfrac12\kappa_1P_1^2&\le G_2+\tfrac12\kappa_1P_2^2,\\
G_2+\tfrac12\kappa_2P_2^2&\le G_1+\tfrac12\kappa_2P_1^2 .
\end{align*}
Adding these and cancelling $G_1+G_2$ leaves $(\kappa_2-\kappa_1)(P_2^2-P_1^2)\le0$. So $|P|$ cannot grow with $\kappa$, and its open-circuit value bounds it from below at every thickness.

\section*{How much polarization is left in a 2 nm film?}

With fields in MV/cm and polarization in $\mu$C/cm$^2$, energy densities come out in J/cm$^3$. Stiffnesses below are in (MV/cm)/($\mu$C/cm$^2$). I choose round coefficients: $a=-1100$, $b=1400$, $c=60$, $c'=50$~J/cm$^3$; $g=20$~MV/cm; $K_0=0.3$ and $h=3.0$. The electrical inputs are $\epsilon_b=5$, $\ell=0.1$~nm and $\epsilon_m=4$, so $\lambda=0.025$~nm, $s=0.25$~nm and $\kappa_{\max}=2.259$.

First the phase angle. The nonpolar minimum obeys $a+bq_n^2+(c-c')q_n^4=0$, which gives $q_n^2=0.781$. The left side of (\ref{angle}) is at most $0.3+2.259+3(0.781)=4.90$, and the right side is $3(400)/100=12$. The film is polar at every thickness.

Now set $\cos3\Phi=1$, $u=q^2$ and $k=K_0+\kappa$. The derivative of $u^3/(k+hu)$ is $u^2(3k+2hu)/(k+hu)^2$, so $2\,dF/du=0$ becomes
\begin{equation}
a+bu+(c+c')u^2-g^2u^2\,\frac{3k+2hu}{(k+hu)^2}=0 .
\label{u}
\end{equation}
At $d=2$~nm, $\kappa=2.259\times0.25/2.25=0.251$. Solving (\ref{u}) by root finding gives $q=0.9356$; its terms are then $-1100+1225.5+84.3-209.7$, zero within the rounding of $q$. Equation (\ref{P}) gives
\[
P=\frac{20\times0.9356^3}{0.3+0.251+3\times0.9356^2}
=5.16~\mu\mathrm{C/cm^2}.
\]
The depolarizing field is $0.251\times5.16=1.29$~MV/cm. Other thicknesses follow in the same way:

\begin{center}
\begin{tabular}{rcccc}
$d$ (nm) & $q$ & $P$ ($\mu$C/cm$^2$) & $D$ ($\mu$C/cm$^2$) & $|E|$ (MV/cm)\\
1 & 0.932 & 4.82 & 3.86 & 2.18\\
2 & 0.936 & 5.16 & 4.58 & 1.29\\
4 & 0.938 & 5.37 & 5.05 & 0.71\\
10 & 0.939 & 5.52 & 5.38 & 0.30\\
bulk & 0.940 & 5.63 & 5.63 & 0
\end{tabular}
\end{center}

From bulk to 2~nm, $q$ falls by less than 0.5\% and $P$ by 8\%. Most of the loss in $P$ is the stiffer spring: the bulk stiffness is $0.3+3(0.940)^2=2.95$, and adding $0.251$ to it at fixed $q$ lowers $P$ by 8\%. At open circuit $P=2.99~\mu$C/cm$^2$, the lower bound for all thicknesses. The charge on shorted electrodes, $D=Pd/(d+s)$, has no such bound. It has no threshold, but it tends to zero with $d$.

\section*{What would a proper ferroelectric do?}

Compare a film in which $P$ is itself the unstable mode, with energy $(\alpha+\kappa)P^2/2+\beta P^4/4$, $\alpha<0$ and $\beta>0$. Electrodes and $\epsilon_b$ are held fixed. Here $\kappa$ enters the quadratic coefficient directly, and $P$ vanishes when $\kappa\ge|\alpha|$. From (\ref{kappa}),
\[
d_c=s\left(\frac{1}{\epsilon_0\epsilon_b|\alpha|}-1\right).
\]
For $\alpha=-0.1$ this is $0.25(22.59-1)=5.4$~nm. I choose $\beta$ to give the same bulk polarization, $5.63~\mu$C/cm$^2$. Then $P=5.63\sqrt{1-\kappa/|\alpha|}$, which is $3.77~\mu$C/cm$^2$ at 10~nm and zero at 4~nm. A proper film with $|\alpha|>\kappa_{\max}$ would also have no electrostatic critical thickness, but that takes an instability more than twenty times the one chosen here.

\section*{When does the protection fail?}

It can fail if the distortion is not unstable by itself. Take $a=+20$ and $b=110$~J/cm$^3$, with the other coefficients unchanged. All terms of (\ref{F}) except the coupling are now positive, and order exists only because of the coupling. The condition $F<0$ at some $q$ reads
\[
\kappa<\frac{g^2u^2/2}{a/2+bu/4+(c+c')u^2/6}-K_0-hu .
\]
The right side is largest near $u=1$, where it is $0.28$. By (\ref{kappa}) this stiffness is reached at $d=1.75$~nm. Below that thickness the undistorted state has the lowest energy.

It can also fail for $P$ if the anisotropy is strong. Keep the original $a$ and $b$ but set $c=220$ and $c'=210$~J/cm$^3$. The limit in (\ref{angle}) drops to $2.86$. Minimizing the polar and nonpolar energies numerically, one finds that they cross at $\kappa=0.277$, or $d=1.79$~nm. A thinner film keeps its distortion but turns it to the nonpolar angle.

Finally, surfaces can suppress $q$ without any electrostatics. Add a gradient energy $S(dq/dz)^2/2$ and force $q=0$ at both faces. The softest profile is $\sin(\pi z/d)$, with quadratic coefficient $a+S\pi^2/d^2$. It is unstable only for
\[
d>\pi\sqrt{S/|a|}=\pi\sqrt{70/1100}\ \mathrm{nm}=0.79~\mathrm{nm},
\]
with $S=70$~J\,nm$^2$/cm$^3$. The screening length does not appear.

\section*{How does this compare with a real film?}

The coefficients are meant to lie in the regime of YMnO$_3$, for which rough typical values are a polarization of several $\mu$C/cm$^2$, ordering well above 1000~K, a gap near 1.5~eV and a cell height near 1.1~nm. Results at 1~nm are thus only indicative. The assumption most open to doubt is the free surface, since an electrode or substrate that does not share the distortion tends to clamp it. To size the extreme case, I minimized the energy numerically for profiles $q(z)$ and $P(z)$ on 60 cells, with $q=0$ at both faces, the polar angle throughout and no gradient energy for $P$. The mean polarization falls from 5.16 to $3.97~\mu$C/cm$^2$ at 2~nm, and from 4.82 to $1.6~\mu$C/cm$^2$ at 1~nm. In this model clamping costs more than depolarization.

At 2~nm, room temperature costs less than clamping but more than depolarization. If $a$ rises linearly from $-1100$~J/cm$^3$ at zero temperature to zero at an assumed 1250~K, it is $-836$~J/cm$^3$ at 300~K, and the uniform 2~nm film has $P=4.30~\mu$C/cm$^2$. For these coefficients and free surfaces the onset itself does not move with thickness. The coupling gain in (\ref{F}) is at most $g^2q^4/(2h)=67q^4$, less than $bq^4/4=350q^4$, so no order exists for $a\ge0$. With clamped faces the onset lies instead at $a=-S\pi^2/d^2$, which is about 1050~K at 2~nm and 465~K at 1~nm. Clamping and room temperature together leave a mean polarization of about $3.1~\mu$C/cm$^2$ at 2~nm and $0.5~\mu$C/cm$^2$ at 1~nm.

The shorted film is electrically plausible. Its voltage drop $\kappa Pd$ stays below $s\kappa_{\max}P_{\rm bulk}=0.32$~V, well under the gap, and the field in the uniform film at 2~nm is about a quarter of a rough breakdown field of 5~MV/cm (with clamped faces the local field reaches about half of it). The open-circuit field, 6.8~MV/cm, exceeds that value, and its drop reaches 1.5~V at 2.2~nm. Thicker open-circuit films would then be expected to screen themselves with free carriers, which lowers $\kappa$.

Domains are another way to lower the electrical energy. At 2~nm that energy is $\kappa P^2d/2=6.7$~mJ/m$^2$. Stripes as wide as the film is thick contain one unit of wall area per unit of film area. They save only a small part of the electrical energy, because the electrodes already screen most of the surface charge. For a polarization pattern of wavevector $k$ and given mean square, with isotropic $\epsilon_b$, this energy is proportional to
\[
\left[\epsilon_bk\coth\frac{kd}{2}+\epsilon_m\sqrt{k^2+\ell^{-2}}\right]^{-1}.
\]
Summing over the harmonics of sharp stripes 2~nm wide leaves 5.6~mJ/m$^2$. At fixed $q$ and $P$ such stripes therefore pay only if the wall energy is below about 1.1~mJ/m$^2$. The model itself gives an estimate of that energy. Take the gradient stiffness $S$ above as isotropic and let $\Phi$ turn by $\pi/3$ across the wall, which reverses $P$. Minimizing the energy numerically, without the depolarizing term, gives about 40~mJ/m$^2$, so these stripes do not pay here. If they formed for another reason, they would reduce the net polarization, while the local one would be lost mainly in and near the walls. In this model a wall is about 1~nm wide, half of such a stripe, and it lowers the mean $|P|$ by roughly a quarter, so sharp stripes are only a rough guide.

Leakage sets a practical limit of a different kind. For a square barrier of 0.75~eV and the free electron mass, the tunnelling factor $\exp(-2d\sqrt{2m\phi}/\hbar)$ rises from $2\times10^{-8}$ at 2~nm to $1.4\times10^{-4}$ at 1~nm. These values depend strongly on the assumed mass: half the free electron mass would give about $4\times10^{-6}$ and $2\times10^{-3}$. A film without an electrostatic critical thickness may still be too leaky to switch or read.

Numerical values quoted here were computed with a short program.
